# Minimax imaginary time and frequency grids, and what semicore states cost: test program

```python
"""Minimax imaginary-time and imaginary-frequency grids.

Result under test: for transition energies x in [1, R] (units of the smallest
one) the best N-point approximations
    time:       1/x ~ sum_i w_i exp(-a_i x)
    frequency:  1/x ~ sum_k g_k [2x/(x^2 + omega_k^2)]^2
have maximum errors that fall exponentially with N, with an exponent per point
near 2 pi K'/K ~ pi^2/ln(4R).  K and K' are complete elliptic integrals with
complementary modulus 1/R.  Semicore states enlarge R and so the error.
"""
from functools import lru_cache
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import least_squares
from scipy.special import ellipj, ellipk, ellipkm1
from pyscf import gto, dft


def kernel(kind, x, s):
    """Kernel matrix and its derivative with respect to ln(s)."""
    x = x[:, None]
    if kind == "time":
        k = np.exp(-x * s)
        return k, -x * s * k
    d = x**2 + s**2
    return 4 * x**2 / d**2, -16 * x**2 * s**2 / d**3


def error_and_jacobian(kind, x, p):
    """Error 1/x - sum and its derivatives; p = (ln nodes, ln weights)."""
    s, w = np.exp(np.clip(p, -30, 30)).reshape(2, -1)
    k, dk = kernel(kind, x, s)
    return 1 / x - k @ w, -np.hstack([dk * w, k * w])


def mesh(R, n=1600):
    """Points on [1, R], denser towards both ends."""
    return np.exp(np.log(R) * (1 - np.cos(np.linspace(0, np.pi, n))) / 2)


def lobe_maxima(e):
    """Index of the largest |e| in every interval of constant sign."""
    sign = np.where(e >= 0, 1, -1)
    cuts = np.flatnonzero(sign[1:] != sign[:-1]) + 1
    parts = np.split(np.arange(len(e)), cuts)
    return np.array([i[np.argmax(abs(e[i]))] for i in parts])


def elliptic_grid(R, N):
    """Midpoint rule after the substitution omega = sc(u)."""
    K = ellipkm1(1 / R**2)
    sn, cn, dn, _ = ellipj((np.arange(N) + 0.5) * K / N, 1 - 1 / R**2)
    return sn / cn, K / (np.pi * N) * dn / cn**2


def starting_points(kind, R, N):
    if kind == "time":
        for low in (0.2, 0.5, 0.08):
            for high in (0.6 * N + 2, N + 2.0, 3.0):
                a = np.geomspace(low / R, high, N)
                step = np.log(high * R / low) / (N - 1)
                yield np.log(np.concatenate([a, step * a]))
    else:
        for shrink in (1.0, 0.5, 0.25, 0.1):
            yield np.log(np.concatenate(elliptic_grid(max(R * shrink, 2.0), N)))


def direct_search(kind, R, N):
    """Least-squares start, then levelling steps that lower the maximum error."""
    x = mesh(R)
    coarse = np.append(x[::4], x[-1])
    for start in starting_points(kind, R, N):
        fit = least_squares(lambda p: error_and_jacobian(kind, coarse, p)[0],
                            start,
                            jac=lambda p: error_and_jacobian(kind, coarse, p)[1],
                            method="lm", xtol=1e-15, ftol=1e-15, gtol=1e-15,
                            max_nfev=400)
        p = fit.x
        for _ in range(80):
            e, jac = error_and_jacobian(kind, x, p)
            idx = lobe_maxima(e)
            if len(idx) != 2 * N + 1:
                break
            height = abs(e[idx])
            if height.max() / height.min() - 1 < 1e-6:
                break
            system = np.hstack([jac[idx], -np.sign(e[idx])[:, None]])
            d = np.linalg.solve(system, -e[idx])[:-1]
            t = min(1.0, 1.0 / np.max(abs(d)))
            accepted = False
            while t > 1e-6:
                trial = error_and_jacobian(kind, x, p + t * d)[0]
                if (len(lobe_maxima(trial)) == 2 * N + 1
                        and np.max(abs(trial)) < height.max()):
                    p = p + t * d
                    accepted = True
                    break
                t /= 2
            if not accepted:
                break
        e = error_and_jacobian(kind, x, p)[0]
        idx = lobe_maxima(e)
        if len(idx) == 2 * N + 1:
            height = abs(e[idx])
            if height.max() / height.min() - 1 < 1e-4:
                return p, height.max()
    return None


def continue_from(kind, R, N, R_old, p):
    """Carry a levelled grid from R_old to the nearby smaller range R."""
    x = mesh(R)
    # the meshes of both ranges correspond point by point
    idx = lobe_maxima(error_and_jacobian(kind, mesh(R_old), p)[0])
    signs = (-1.0)**np.arange(2 * N + 1)
    for _ in range(40):
        if len(idx) != 2 * N + 1:
            return None
        for _ in range(30):
            e, jac = error_and_jacobian(kind, x[idx], p)
            system = np.hstack([jac, -signs[:, None]])
            try:
                d = np.linalg.solve(system, -e)[:-1]
            except np.linalg.LinAlgError:
                return None
            size = np.max(abs(d))
            if not np.isfinite(size):
                return None
            p = p + d * min(1.0, 0.5 / max(size, 1e-300))
            if size < 1e-7:
                break
        e = error_and_jacobian(kind, x, p)[0]
        idx = lobe_maxima(e)
        height = abs(e[idx])
        if len(idx) == 2 * N + 1 and height.max() / height.min() - 1 < 1e-5:
            return p, height.max()
    return None


@lru_cache(maxsize=None)
def minimax(kind, R, N):
    """Return (parameters, maximum error) of the levelled N-point grid."""
    hard = 16 * np.exp(-np.pi**2 * N / np.log(8 * R)) < 5e-5
    if not hard:
        result = direct_search(kind, R, N)
        if result is not None:
            return result
    if R < 1e5:
        for factor in (1.1, 1.03):
            p_old = minimax(kind, R * factor, N)[0]
            result = continue_from(kind, R, N, R * factor, p_old)
            if result is not None:
                return result
    if hard:
        result = direct_search(kind, R, N)
        if result is not None:
            return result
    raise RuntimeError(f"no levelled grid found: {kind} R={R} N={N}")


def max_error(kind, R, p):
    """Maximum error on a mesh different from the one used in construction."""
    x = np.geomspace(1, R, 20001)
    return np.max(abs(error_and_jacobian(kind, x, p)[0]))


# ---- one-sided exponential sum with double zeros: the time-grid bound -------
R0, N0, delta = 30.0, 4, 0.5
R_shift = (R0 - delta) / (1 - delta)
K_shift = ellipkm1(1 / R_shift**2)
nome = np.exp(-np.pi * ellipk(1 / R_shift**2) / K_shift)
dn_nodes = ellipj((2 * np.arange(N0) + 1) * K_shift / (2 * N0),
                  1 - 1 / R_shift**2)[2]
y_nodes = R_shift * dn_nodes
x_nodes = delta + (1 - delta) * y_nodes


def double_zero_conditions(p):
    a, w = np.exp(np.clip(p, -30, 30)).reshape(2, -1)
    x = x_nodes[:, None]
    k = np.exp(-x * a)
    value = 1 / x_nodes - k @ w
    slope = -1 / x_nodes**2 + (k * a) @ w
    jac_value = np.hstack([x * a * k * w, -k * w])
    jac_slope = np.hstack([(a - x * a**2) * k * w, a * k * w])
    return (np.concatenate([x_nodes * value, x_nodes**2 * slope]),
            np.vstack([x * jac_value, x**2 * jac_slope]))


hermite = least_squares(lambda p: double_zero_conditions(p)[0],
                        minimax("time", R0, N0)[0],
                        jac=lambda p: double_zero_conditions(p)[1],
                        method="lm", xtol=1e-15, ftol=1e-15, gtol=1e-15,
                        max_nfev=2000)
assert np.max(abs(hermite.fun)) < 1e-10
x = mesh(R0, 6001)
y = (x - delta) / (1 - delta)
blaschke = np.prod(abs((y[:, None] - y_nodes) / (y[:, None] + y_nodes)), axis=1)
one_sided = error_and_jacobian("time", x, hermite.x)[0]
assert abs(blaschke.max() / (2 * nome**N0) - 1) < 1e-4
assert one_sided.min() > -1e-10
assert np.all(one_sided <= 2 / delta * blaschke**2 + 1e-10)
a_h, w_h = np.exp(hermite.x).reshape(2, -1)
z = delta + 1j * np.linspace(-200, 200, 8001)
assert np.max(abs(1 / z - np.exp(-z[:, None] * a_h) @ w_h)) <= 2 / delta
print(f"one-sided sum, R={R0:.0f}, N={N0}, delta={delta}")
print(f" max zero product B     {blaschke.max():.5f}")
print(f" 2 q^N                  {2 * nome**N0:.5f}")
print(f" max one-sided error    {one_sided.max():.3e}")

# ---- exact error of the elliptic frequency rule ----------------------------
K0, K0c = ellipkm1(1 / R0**2), ellipk(1 / R0**2)
v = np.linspace(0, K0, 2001)
sn, cn, dn, _ = ellipj(v, 1 - 1 / R0**2)
x = 1 / dn
omega, gamma = elliptic_grid(R0, N0)
direct = (2 * x[:, None] / (x[:, None]**2 + omega**2)) @ gamma - 1
series = sum(2 * (-1)**l * np.cos(2 * np.pi * l * N0 * v / K0)
             / np.cosh(2 * np.pi * l * N0 * K0c / K0) for l in range(1, 7))
assert np.max(abs(direct - series)) < 1e-9
inside = slice(1, -1)
ratio = (np.sin(np.pi * v / K0) * dn**2)[inside] / (sn * cn)[inside]
assert ratio.max() <= 1 + 1 / R0
print(f"elliptic rule, R={R0:.0f}, N={N0}: max |eps| {abs(direct).max():.3e}")


def frequency_bound(R, N):
    K, Kc = ellipkm1(1 / R**2), ellipk(1 / R**2)
    return sum(2 * (1 + 4 * np.pi * l**2 * N**2 / (K * (1 - 1 / R)))
               / np.cosh(2 * np.pi * l * N * Kc / K) for l in range(1, 12))


# ---- exponential convergence -----------------------------------------------
print("maximum errors (dimensionless): time, bound; freq, bound")
for R in (30.0, 300.0):
    level = {"time": {}, "freq": {}}
    for N in range(4, 9):
        for kind in level:
            p, E = minimax(kind, R, N)
            assert abs(max_error(kind, R, p) / E - 1) < 2e-3
            level[kind][N] = E
        time_bound = 16 * np.exp(-np.pi**2 * N / np.log(8 * R))
        freq_bound = frequency_bound(R, N)
        plain = max_error("freq", R, np.log(np.concatenate(elliptic_grid(R, N))))
        assert level["time"][N] < time_bound
        assert level["freq"][N] < plain * (1 + 1e-3)
        assert plain <= freq_bound
        print(f" R={R:.0f} N={N}: {level['time'][N]:.2e} {time_bound:.1e};"
              f" {level['freq'][N]:.2e} {freq_bound:.1e}")
    rate = 2 * np.pi * ellipk(1 / R**2) / ellipkm1(1 / R**2)
    slopes = [np.log(level[k][5] / level[k][8]) / 3 for k in level]
    # finite N: powers of N in front of the exponential change the local slope
    assert all(0.5 < s / rate < 1.3 for s in slopes)
    print(f" R={R:.0f} decay per point, N=5 to 8:"
          f" time {slopes[0]:.3f} freq {slopes[1]:.3f}")
    print(f" R={R:.0f} 2 pi K'/K {rate:.3f}, pi^2/ln(4R)"
          f" {np.pi**2 / np.log(4 * R):.3f}")

# ---- zinc atom: semicore states widen the range ----------------------------
atom = gto.M(atom="Zn 0 0 0", basis="def2-tzvp", verbose=0)
mf = dft.RKS(atom)
mf.xc = "pbe"
mf.chkfile = None
mf.conv_tol = 1e-9
mf.kernel()
assert mf.converged
n_occ = atom.nelectron // 2
occupied = np.sort(mf.mo_energy[:n_occ])
cutoff = 5.0
empty = mf.mo_energy[n_occ:]
empty = empty[empty < cutoff]
e_min = empty.min() - occupied.max()
assert e_min > 0
hartree_ev = physical_constants["Hartree energy in eV"][0]
print(f"Zn PBE def2-TZVP, empty orbitals below {cutoff} Ha: {len(empty)}")
print(f" Emin {e_min:.5f} Ha = {e_min * hartree_ev:.3f} eV")
print(f" highest empty orbital kept {empty.max():.4f} Ha")
spaces = {"3d4s": 9, "3s3p3d4s": 5, "n>=2": 1}
target, N_fix = 1e-5, 6
ranges, needed = {}, {}
for name, first in spaces.items():
    R = float((empty.max() - occupied[first]) / e_min)
    ranges[name] = R
    needed[name] = []
    for kind in ("time", "freq"):
        N = 4
        while minimax(kind, R, N)[1] > target:
            N += 1
        needed[name].append(N)
    print(f" {name}: deepest {occupied[first]:.4f} Ha, R {R:.2f}")
    print(f"  N={N_fix} errors: time {minimax('time', R, N_fix)[1]:.3e}"
          f" freq {minimax('freq', R, N_fix)[1]:.3e}")
    print(f"  N for error {target:.0e}: time {needed[name][0]}"
          f" freq {needed[name][1]}")
R_val, R_semi, R_deep = ranges.values()
for i, kind in enumerate(("time", "freq")):
    E_val, E_semi, E_deep = (minimax(kind, R, N_fix)[1] for R in ranges.values())
    assert E_val < E_semi < E_deep
    assert needed["3d4s"][i] <= needed["3s3p3d4s"][i] <= needed["n>=2"][i]
    outside = max_error(kind, R_semi, minimax(kind, R_val, N_fix)[0])
    assert outside > E_semi
    print(f" valence {kind} grid on semicore range: error {outside:.3e}")

# ---- physical grids and errors for all pairs of transition energies --------
p_time, E_time = minimax("time", R_semi, N_fix)
p_freq, E_freq = minimax("freq", R_semi, N_fix)
a, w = np.exp(p_time).reshape(2, -1)
omega, gamma = np.exp(p_freq).reshape(2, -1)
order_t, order_f = np.argsort(a), np.argsort(omega)
print("grid 3s3p3d4s: tau, weight (1/Ha); omega, weight (Ha)")
for i, k in zip(order_t, order_f):
    print(f" {a[i] / (2 * e_min):.5f} {w[i] / e_min:.5f};"
          f" {omega[k] * e_min:.5f} {gamma[k] * e_min:.5f}")
transitions = (empty[:, None] - occupied[spaces["3s3p3d4s"]:]).ravel()
xt = transitions / e_min
pair_exact = 2 / (xt[:, None] + xt)
decay = np.exp(-xt[:, None] * a / 2)
lorentz = 2 * xt[:, None] / (xt[:, None]**2 + omega**2)
pair_time = np.max(abs((decay * w) @ decay.T - pair_exact))
pair_freq = np.max(abs((lorentz * gamma) @ lorentz.T - pair_exact))
assert pair_time <= E_time * 1.002 and pair_freq <= E_freq * 1.002
print(f" largest pair error: time {pair_time:.3e} freq {pair_freq:.3e}")

# ---- separable RPA model: quadrature against diagonalization ---------------
coupling = 0.5
b2 = coupling / len(transitions)
root = np.sqrt(transitions)
casida = np.diag(transitions**2) + 2 * b2 * np.outer(root, root)
modes = np.sqrt(np.linalg.eigvalsh(casida))
exact = 0.5 * (np.sum(modes) - np.sum(transitions) - coupling)
print(f"RPA model: {len(transitions)} transitions, coupling {coupling} Ha")
print(f" energy by diagonalization {exact:.9f} Ha")
for N in (4, 6, 8):
    om, ga = np.exp(minimax("freq", R_semi, N)[0]).reshape(2, -1) * e_min
    F = b2 * np.sum(2 * transitions[:, None]
                    / (transitions[:, None]**2 + om**2), axis=0)
    quadrature = 0.5 * np.sum(ga * (np.log1p(F) - F))
    print(f" N={N}: energy {quadrature:.9f} Ha, error {quadrature - exact:.2e} Ha")
assert abs(quadrature / exact - 1) < 1e-3

print("all tests passed")
```

Printed output:

```
one-sided sum, R=30, N=4, delta=0.5
 max zero product B     0.05395
 2 q^N                  0.05396
 max one-sided error    1.139e-03
elliptic rule, R=30, N=4: max |eps| 1.049e-03
maximum errors (dimensionless): time, bound; freq, bound
 R=30 N=4: 3.79e-04 1.2e-02; 6.66e-04 4.7e-02
 R=30 N=5: 5.34e-05 2.0e-03; 1.04e-04 9.2e-03
 R=30 N=6: 7.38e-06 3.2e-04; 1.57e-05 1.7e-03
 R=30 N=7: 1.01e-06 5.4e-05; 2.31e-06 2.9e-04
 R=30 N=8: 1.37e-07 8.9e-06; 3.33e-07 4.8e-05
 R=30 decay per point, N=5 to 8: time 1.989 freq 1.915
 R=30 2 pi K'/K 2.062, pi^2/ln(4R) 2.062
 R=300 N=4: 1.63e-03 1.0e-01; 2.01e-03 4.6e-01
 R=300 N=5: 4.55e-04 2.8e-02; 7.09e-04 1.7e-01
 R=300 N=6: 1.23e-04 7.9e-03; 2.14e-04 6.1e-02
 R=300 N=7: 3.30e-05 2.2e-03; 6.21e-05 2.1e-02
 R=300 N=8: 8.72e-06 6.3e-04; 1.76e-05 6.7e-03
 R=300 decay per point, N=5 to 8: time 1.318 freq 1.233
 R=300 2 pi K'/K 1.392, pi^2/ln(4R) 1.392
Zn PBE def2-TZVP, empty orbitals below 5.0 Ha: 26
 Emin 0.17423 Ha = 4.741 eV
 highest empty orbital kept 4.6610 Ha
 3d4s: deepest -0.3889 Ha, R 28.98
  N=6 errors: time 6.865e-06 freq 1.465e-05
  N for error 1e-05: time 6 freq 7
 3s3p3d4s: deepest -4.5964 Ha, R 53.13
  N=6 errors: time 2.060e-05 freq 4.148e-05
  N for error 1e-05: time 7 freq 7
 n>=2: deepest -41.6361 Ha, R 265.73
  N=6 errors: time 1.138e-04 freq 1.997e-04
  N for error 1e-05: time 8 freq 9
 valence time grid on semicore range: error 1.493e-03
 valence freq grid on semicore range: error 1.588e-03
grid 3s3p3d4s: tau, weight (1/Ha); omega, weight (Ha)
 0.04635 0.24401; 0.06072 0.04041
 0.27439 0.71581; 0.21809 0.06489
 0.84574 1.69945; 0.51661 0.13682
 2.16963 3.87686; 1.20062 0.33078
 5.13801 8.60809; 2.97135 0.90697
 11.82674 20.10263; 8.72443 3.57472
 largest pair error: time 2.060e-05 freq 4.148e-05
RPA model: 260 transitions, coupling 0.5 Ha
 energy by diagonalization -0.024325515 Ha
 N=4: energy -0.024358400 Ha, error -3.29e-05 Ha
 N=6: energy -0.024325437 Ha, error 7.83e-08 Ha
 N=8: energy -0.024325529 Ha, error -1.41e-08 Ha
all tests passed
```
